# Exchange Energy of a Hedgehog Bloch Point and Its Lattice Correction: a program that tests the result

```python
# Result under test: a hedgehog Bloch point m = r/|r| centred in a sphere of
# radius R has exchange energy E = 8 pi A R for the energy density A |grad m|^2.
# A: exchange stiffness, m: unit magnetization direction, Ms: saturation
# magnetization, a: fcc lattice constant, J: coupling of neighbouring unit spins.
# Energies are in eV and lengths in nm unless a name says otherwise.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

eV = const.e
stiffness_SI = 15e-12          # J/m
A = stiffness_SI * 1e-9 / eV   # eV/nm
R = 5.0                        # nm
Ms = 8.0e5                     # A/m, rough permalloy value
a = 0.355                      # nm, rough permalloy value
K_SI = 1.0e3                   # J/m^3, rough anisotropy scale
T = 300.0                      # K
kT = const.k * T / eV
volume = 4 * np.pi * R**3 / 3
E_formula = 8 * np.pi * A * R

# Symbolic density and equilibrium, for a hedgehog rotated by a global angle.
x, y, z = sp.symbols("x y z", positive=True)
angle = sp.symbols("angle", real=True)
rad = sp.sqrt(x**2 + y**2 + z**2)
m_sym = [(sp.cos(angle) * x - sp.sin(angle) * y) / rad,
         (sp.sin(angle) * x + sp.cos(angle) * y) / rad, z / rad]
density_sym = sum(sp.diff(c, v)**2 for c in m_sym for v in (x, y, z))
assert sp.simplify(density_sym - 2 / rad**2) == 0
for c in m_sym:
    laplacian = sum(sp.diff(c, v, 2) for v in (x, y, z))
    assert sp.simplify(laplacian + 2 * c / rad**2) == 0
    assert sp.simplify(sum(v * sp.diff(c, v) for v in (x, y, z))) == 0

# Angular quadrature shared by the following tests.
u_nodes, u_weights = np.polynomial.legendre.leggauss(60)
phi_nodes = np.arange(60) * 2 * np.pi / 60
theta, phi = np.meshgrid(np.arccos(u_nodes), phi_nodes, indexing="ij")
solid = u_weights[:, None] * np.full_like(phi, 2 * np.pi / 60)


def direction(th, ph):
    return np.array([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph),
                     np.cos(th)])


def normalize(v):
    return v / np.sqrt(np.sum(v**2, axis=0))


# Volume integral with derivatives taken numerically from the definition of m.
def exchange_by_quadrature(inner, outer):
    nodes, weights = np.polynomial.legendre.leggauss(8)
    total = 0.0
    for node, weight in zip(nodes, weights):
        r = inner + (outer - inner) * (node + 1) / 2
        points = r * direction(theta, phi)
        step = 1e-4 * r
        grad2 = 0.0
        for axis in range(3):
            shift = np.zeros((3, 1, 1))
            shift[axis] = step
            slope = (normalize(points + shift)
                     - normalize(points - shift)) / (2 * step)
            grad2 = grad2 + np.sum(slope**2, axis=0)
        total += weight * (outer - inner) / 2 * r**2 * np.sum(solid * grad2)
    return A * total


E_quadrature = exchange_by_quadrature(0.0, R)
core_radius = 0.5
E_core = exchange_by_quadrature(0.0, core_radius)
assert abs(E_quadrature / E_formula - 1) < 1e-6
assert abs(E_core / (8 * np.pi * A * core_radius) - 1) < 1e-6


# Tangential exchange integral and solid angle covered by m on a unit shell.
def shell_integrals(field):
    step = 1e-4
    m = field(direction(theta, phi))
    m_th = (field(direction(theta + step, phi))
            - field(direction(theta - step, phi))) / (2 * step)
    m_ph = (field(direction(theta, phi + step))
            - field(direction(theta, phi - step))) / (2 * step * np.sin(theta))
    exchange = np.sum(solid * np.sum(m_th**2 + m_ph**2, axis=0))
    covered = np.sum(solid * np.sum(m * np.cross(m_th, m_ph, axis=0), axis=0))
    return exchange, covered


def conformal(n, scale=1.5):
    up, down = 1 + n[2], scale**2 * (1 - n[2])
    return np.array([2 * scale * n[0], 2 * scale * n[1], up - down]) / (up + down)


def distorted(n):
    return normalize(n + 0.3 * np.array([n[1] * n[2], n[0]**2, n[0] * n[1]]))


shell_hedgehog = shell_integrals(lambda n: n)
shell_conformal = shell_integrals(conformal)
shell_distorted = shell_integrals(distorted)
for result in (shell_hedgehog, shell_conformal, shell_distorted):
    assert abs(result[1] - 4 * np.pi) < 1e-4
assert abs(shell_hedgehog[0] - 8 * np.pi) < 1e-4
assert abs(shell_conformal[0] - 8 * np.pi) < 1e-4
assert shell_distorted[0] > 8 * np.pi + 0.01


# Displaced hedgehog: closed form against integration along rays.
def displaced_formula(d):
    return 4 * np.pi * A * (R + (R*R - d*d) / (2*d) * np.log((R + d) / (R - d)))


def displaced_rays(d):
    def ray_length(u):
        return -d * u + np.sqrt(max(R*R - d*d * (1 - u*u), 0.0))
    return 4 * np.pi * A * quad(ray_length, -1, 1, points=[0.0])[0]


for d in (0.5, 2.5, 4.5):
    assert abs(displaced_formula(d) / displaced_rays(d) - 1) < 1e-7
E_half = displaced_rays(R / 2)
E_surface = displaced_rays(R)
assert abs(E_surface / E_formula - 0.5) < 1e-7
scan = [displaced_rays(d) for d in np.linspace(0, R, 11)]
assert np.all(np.diff(scan) < 0)


# Magnetostatic energy from charges and their potential, in reduced units.
def potential(s):
    inside = quad(lambda t: -2 * t, 0, s)[0] / s
    outside = quad(lambda t: -2.0, s, 1)[0]
    return inside + outside + 1.0


charge_energy = 0.5 * (quad(lambda s: -8 * np.pi * s * potential(s), 0, 1)[0]
                       + 4 * np.pi * potential(1.0))
E_magnetostatic = const.mu_0 * Ms**2 * charge_energy * (R * 1e-9)**3 / eV
E_mag_formula = 0.5 * const.mu_0 * Ms**2 * volume * 1e-27 / eV
assert abs(E_magnetostatic / E_mag_formula - 1) < 1e-7
exchange_length = np.sqrt(2 * stiffness_SI / (const.mu_0 * Ms**2)) * 1e9
assert abs(E_magnetostatic / E_quadrature
           - R**2 / (6 * exchange_length**2)) < 1e-6
mean_sin2 = np.sum(solid * np.sin(theta)**2) / (4 * np.pi)
E_anisotropy = K_SI * mean_sin2 * volume * 1e-27 / eV

# Atomic fcc lattice in half-lattice-constant units; the Bloch point sits in an
# octahedral gap, so sites have an odd coordinate sum.
half = int(np.ceil(2 * R / a)) + 2
line = np.arange(-half, half + 1)
grid = np.array(np.meshgrid(line, line, line, indexing="ij"), dtype=float)
site = (np.sum(grid, axis=0).astype(int) % 2) != 0
distance = np.sqrt(np.sum(grid**2, axis=0)) * a / 2
hedgehog = np.where(site, grid * (a / 2) / np.maximum(distance, 1e-12), 0.0)


def pair_sum(f, axis):
    return np.roll(f, 1, axis=axis) + np.roll(f, -1, axis=axis)


def neighbour_sum(f):
    along_y, along_z = pair_sum(f, 2), pair_sum(f, 3)
    return pair_sum(along_y + along_z, 1) + pair_sum(along_z, 2)


J_rigid = A * a / 2
site_energy = 0.5 * J_rigid * (12 - np.sum(hedgehog * neighbour_sum(hedgehog),
                                           axis=0))


def lattice_energy(radius):
    return np.sum(site_energy[site & (distance < radius)])


E_lattice = lattice_energy(R)
lattice_slope = (E_lattice - lattice_energy(3.0)) / (R - 3.0)
# Tolerance covers the uneven number of sites near each spherical surface.
assert abs(lattice_slope / (8 * np.pi * A) - 1) < 0.02


# Mean-field spin lengths at temperature T, with A(T) held at its given value.
def langevin(v):
    return 1 / np.tanh(v) - 1 / v


def bulk_condition(length):
    return length - langevin(12 * J_rigid / (length * kT))


mu0 = brentq(bulk_condition, 0.5, 0.999)
J_thermal = J_rigid / mu0**2
x0 = 12 * J_thermal * mu0 / kT
T_curie = 4 * J_thermal * eV / const.k


def minus_entropy(v):
    return v * langevin(v) - np.log(np.sinh(v) / v)


inside = site & (distance < R)
site_count = int(np.sum(inside))
spins = mu0 * hedgehog
bond_start = -0.5 * J_thermal * np.sum(spins * neighbour_sum(spins))
history = []
for iteration in range(61):
    total_neighbours = neighbour_sum(spins)
    if iteration > 0:
        bonds = -0.5 * J_thermal * np.sum(spins * total_neighbours)
        entropy_part = kT * np.sum(minus_entropy(reduced_field)
                                   - minus_entropy(x0))
        history.append(bonds - bond_start + entropy_part)
    if iteration < 60:
        molecular = J_thermal * total_neighbours[:, inside]
        strength = np.sqrt(np.sum(molecular**2, axis=0))
        reduced_field = strength / kT
        spins[:, inside] = langevin(reduced_field) * molecular / strength
F_relaxation = history[-1]
assert F_relaxation < 0
assert abs(history[-1] - history[-21]) < 0.002
spin_length = np.sqrt(np.sum(spins**2, axis=0))
mu_core = np.min(spin_length[inside])
assert mu_core < mu0
core_distance = np.min(distance[inside])

print(f"Exchange stiffness A: {stiffness_SI*1e12:.1f} pJ/m")
print(f"Exchange stiffness A, converted: {A:.5f} eV/nm")
print(f"Sphere radius R: {R:.1f} nm")
print(f"Exchange energy, formula: {E_formula:.3f} eV")
print(f"Exchange energy, quadrature: {E_quadrature:.3f} eV")
print(f"Exchange energy, converted: {E_formula*eV*1e18:.3f} aJ")
print(f"Energy per nm of radius: {8*np.pi*A:.4f} eV/nm")
print(f"Energy density at r = 0.5 nm: {2*A/0.5**2:.4f} eV/nm^3")
print(f"Energy density at r = 5 nm: {2*A/5.0**2:.5f} eV/nm^3")
print(f"Core radius for comparison: {core_radius:.2f} nm")
print(f"Exchange energy in that core: {E_core:.3f} eV")
print(f"Shell integral, hedgehog: {shell_hedgehog[0]:.4f} (dimensionless)")
print(f"Shell integral, conformal: {shell_conformal[0]:.4f} (dimensionless)")
print(f"Shell integral, distorted: {shell_distorted[0]:.4f} (dimensionless)")
print(f"Energy, point displaced 2.5 nm: {E_half:.3f} eV")
print(f"Energy, point at the surface: {E_surface:.3f} eV")
print(f"Saturation magnetization: {Ms/1e3:.0f} kA/m")
print(f"Magnetostatic exchange length: {exchange_length:.2f} nm")
print(f"Magnetostatic energy: {E_magnetostatic:.3f} eV")
print(f"Magnetostatic/exchange: {100*E_magnetostatic/E_formula:.1f} percent")
print(f"Anisotropy constant scale: {K_SI/1e3:.1f} kJ/m^3")
print(f"Anisotropy energy scale: {E_anisotropy:.4f} eV")
print(f"fcc lattice constant: {a:.3f} nm")
print(f"Sites in the sphere: {site_count:d}")
print(f"Nearest site to the centre: {core_distance:.4f} nm")
print(f"Coupling J for rigid unit spins: {J_rigid*1e3:.2f} meV")
print(f"Rigid lattice exchange energy: {E_lattice:.3f} eV")
print(f"Lattice minus continuum: {E_lattice-E_formula:+.3f} eV")
print(f"Lattice energy slope, 3 to 5 nm: {lattice_slope:.4f} eV/nm")
print(f"Temperature: {T:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"Mean-field coupling J at fixed A(T): {J_thermal*1e3:.2f} meV")
print(f"Mean-field Curie temperature: {T_curie:.0f} K")
print(f"Bulk thermal spin length: {mu0:.4f} (dimensionless)")
print(f"Shortest core spin length: {mu_core:.4f} (dimensionless)")
print(f"Relaxation free energy at 300 K: {F_relaxation:+.3f} eV")
print(f"Lattice free energy at 300 K: {E_lattice+F_relaxation:.3f} eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Exchange stiffness A: 15.0 pJ/m
Exchange stiffness A, converted: 0.09362 eV/nm
Sphere radius R: 5.0 nm
Exchange energy, formula: 11.765 eV
Exchange energy, quadrature: 11.765 eV
Exchange energy, converted: 1.885 aJ
Energy per nm of radius: 2.3530 eV/nm
Energy density at r = 0.5 nm: 0.7490 eV/nm^3
Energy density at r = 5 nm: 0.00749 eV/nm^3
Core radius for comparison: 0.50 nm
Exchange energy in that core: 1.176 eV
Shell integral, hedgehog: 25.1327 (dimensionless)
Shell integral, conformal: 25.1327 (dimensionless)
Shell integral, distorted: 26.3356 (dimensionless)
Energy, point displaced 2.5 nm: 10.729 eV
Energy, point at the surface: 5.882 eV
Saturation magnetization: 800 kA/m
Magnetostatic exchange length: 6.11 nm
Magnetostatic energy: 1.314 eV
Magnetostatic/exchange: 11.2 percent
Anisotropy constant scale: 1.0 kJ/m^3
Anisotropy energy scale: 0.0022 eV
fcc lattice constant: 0.355 nm
Sites in the sphere: 46708
Nearest site to the centre: 0.1775 nm
Coupling J for rigid unit spins: 16.62 meV
Rigid lattice exchange energy: 11.453 eV
Lattice minus continuum: -0.312 eV
Lattice energy slope, 3 to 5 nm: 2.3393 eV/nm
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Mean-field coupling J at fixed A(T): 21.21 meV
Mean-field Curie temperature: 984 K
Bulk thermal spin length: 0.8852 (dimensionless)
Shortest core spin length: 0.7592 (dimensionless)
Relaxation free energy at 300 K: -0.062 eV
Lattice free energy at 300 K: 11.391 eV
ALL CHECKS PASSED
```
